# Conductance Loss of a Single Interface Level in a MOS Capacitor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the level seen from the silicon surface

### A level that is half full

Take an interface between n-type silicon and its oxide, with $N_t$ traps per unit area, all at the same energy. Each trap holds either no electron or one. Choose the bias so that half of the traps are full, and ask what happens when the potential at the silicon surface is moved slightly up and down.

An empty trap captures an electron at the rate $c_n n$, where $n$ is the density of conduction electrons at the surface and $c_n$ is the capture coefficient. A full trap emits its electron at a rate that we write as $c_n n_1$. This defines $n_1$, a density that measures how readily the level empties. If $f$ is the fraction of traps that are full, then

$$\frac{df}{dt}=c_n n(1-f)-c_n n_1 f .$$

In equilibrium the right side vanishes. For $f=1/2$ this requires $n=n_1$, so $n_1$ is the surface density at which the level is half full.

Let $\psi(t)$ be the small change of surface potential about the bias point. A positive $\psi$ lowers the energy of an electron at the surface by $q\psi$, with $q>0$ the elementary charge. We assume that the electrons are nondegenerate and that they stay in equilibrium with the bulk during the signal. Their density then follows the Boltzmann factor, $n=n_1e^{q\psi/kT}$. With the abbreviation $v=q\psi/kT$ and $|v|\ll1$, this is $n\simeq n_1(1+v)$.

The emission rate does not change with $\psi$. The trap sits at the interface, so its level and the conduction band edge beside it move together, and the energy needed to leave the trap stays the same.

Put $f=\tfrac12+\delta f$ into the rate law:

$$\frac{d\,\delta f}{dt}=c_n n_1\left[(1+v)\left(\tfrac12-\delta f\right)-\tfrac12-\delta f\right]
=c_n n_1\left[\tfrac{v}{2}-2\,\delta f-v\,\delta f\right].$$

The last term is a product of two small quantities and is dropped. What remains is a relaxation equation,

$$\frac{d\,\delta f}{dt}=\frac{1}{\tau}\left(\frac{v}{4}-\delta f\right),\qquad \tau=\frac{1}{2c_nn_1}.$$

The occupation runs after a moving target $v/4$ and needs the time $\tau$ to catch up. If the potential moves slowly, the traps keep pace and behave as a capacitor. If it moves fast, they hardly respond. In between they respond late, and a charge that lags behind its voltage costs energy in every cycle. The task is to find how much, for any filling.

### Any filling

Now let the bias set an arbitrary surface density $n_s$. Setting the rate to zero gives $n_s(1-f_0)=n_1f_0$, and hence

$$f_0=\frac{n_s}{n_s+n_1},\qquad 1-f_0=\frac{n_1}{n_s+n_1}.$$

This is the Fermi function. If the level lies an energy $\Delta$ above the Fermi level, then $f_0=1/(1+e^{\Delta/kT})$ and therefore $n_1/n_s=e^{\Delta/kT}$. The degeneracy factor of the trap is absorbed in $n_1$, and so in $\Delta$.

With the signal present, $n=n_s(1+v)$ to first order and $f=f_0+\delta f$. Then

$$\frac{d\,\delta f}{dt}=c_nn_s(1+v)(1-f_0-\delta f)-c_nn_1(f_0+\delta f).$$

Multiplying out and collecting by order,

$$\frac{d\,\delta f}{dt}=\big[c_nn_s(1-f_0)-c_nn_1f_0\big]+c_nn_s(1-f_0)\,v-c_n(n_s+n_1)\,\delta f-c_nn_s\,v\,\delta f .$$

The bracket is zero by equilibrium, and the last term is of second order. The coefficient of $\delta f$ is the relaxation rate:

$$\tau=\frac{1}{c_n(n_s+n_1)}=\frac{f_0}{c_nn_s}.$$

The second form follows because $1/(n_s+n_1)=f_0/n_s$. It also gives $c_nn_s(1-f_0)=f_0(1-f_0)/\tau$, so the equation becomes

$$\tau\frac{d\,\delta f}{dt}+\delta f=f_0(1-f_0)\,\frac{q\psi}{kT}.$$

For $f_0=1/2$ the factor $f_0(1-f_0)$ is $1/4$ and $\tau=1/(2c_nn_1)$, as found above.

Let the potential oscillate as the real part of $\hat\psi e^{i\omega t}$. The time derivative becomes $i\omega$, and

$$\delta\hat f=\frac{f_0(1-f_0)}{1+i\omega\tau}\,\frac{q\hat\psi}{kT}.$$

### From occupation to admittance

Each added electron puts the charge $-q$ at the interface. The opposite charge $+q$ must arrive on the gate side. Counting this positive charge as the one that enters the trap branch, the charge per area is $qN_t\,\delta f$ and the current density is $i\omega qN_t\,\delta\hat f$. Dividing by $\hat\psi$ gives the admittance per area of the traps:

$$Y=\frac{i\omega C_{it}}{1+i\omega\tau},\qquad C_{it}=\frac{q^2N_t}{kT}f_0(1-f_0).$$

One factor $q$ comes from the charge of the electron, the other from the energy shift $q\psi$.

The name trap capacitance for $C_{it}$ can be checked without any dynamics. In a static change of $\psi$ the level moves by $-q\psi$ relative to the Fermi level. Since $df_0/d\Delta=-f_0(1-f_0)/kT$, the stored charge changes at the rate

$$qN_t\frac{df_0}{d\psi}=qN_t(-q)\left(-\frac{f_0(1-f_0)}{kT}\right)=C_{it}.$$

To separate loss from storage, multiply numerator and denominator of $Y$ by $1-i\omega\tau$:

$$Y=\frac{i\omega C_{it}(1-i\omega\tau)}{1+\omega^2\tau^2}
=\frac{\omega^2\tau C_{it}}{1+\omega^2\tau^2}+i\omega\,\frac{C_{it}}{1+\omega^2\tau^2}.$$

The real part is the parallel conductance $G_p$. Dividing it by $\omega$,

$$\boxed{\;\frac{G_p}{\omega}=C_{it}\,\frac{\omega\tau}{1+\omega^2\tau^2}\;}$$

The positive sign of $G_p$ means that the traps take up energy, as a passive element must.

The same admittance belongs to a resistor in series with a capacitor. Indeed,

$$\frac1Y=\frac{1}{i\omega C_{it}}+\frac{\tau}{C_{it}},\qquad \frac{\tau}{C_{it}}=\frac{kT}{q^2N_tc_nn_s(1-f_0)}.$$

The resistance is inversely proportional to the number of captures per area and time in equilibrium. Frequent exchange between band and trap means little resistance.

### The peak

Write $x=\omega\tau$ and compare the frequency factor with one half:

$$\frac12-\frac{x}{1+x^2}=\frac{1+x^2-2x}{2(1+x^2)}=\frac{(1-x)^2}{2(1+x^2)}\ge0 .$$

Equality holds at $x=1$ and nowhere else. At fixed bias, where $C_{it}$ and $\tau$ are constants, a frequency sweep therefore has its single maximum at

$$\omega\tau=1,\qquad \left(\frac{G_p}{\omega}\right)_{\max}=\frac{C_{it}}{2}.$$

Division by $\omega$ matters here. The conductance itself is $(C_{it}/\tau)\,x^2/(1+x^2)$. It rises steadily with frequency towards $C_{it}/\tau$ and has no peak.

The limits are simple. For $x\ll1$ the loss is about $C_{it}x$, and for $x\gg1$ it is about $C_{it}/x$. Replacing $x$ by $1/x$ leaves $x/(1+x^2)$ unchanged, so the curve is symmetric on a logarithmic frequency axis. It falls to half its maximum where $x/(1+x^2)=1/4$, that is, where

$$x^2-4x+1=0,\qquad x=2\pm\sqrt3 .$$

These points are $0.268$ and $3.732$. Their ratio corresponds to 1.144 decades of frequency. The width contains no trap parameter, so a peak of another width in a small-signal frequency sweep of $G_p/\omega$ at fixed bias is not described by this single-level model.

### Numbers for one level

Choose round model parameters: temperature 300 K, $N_t=10^{11}\ \mathrm{cm^{-2}}$, $c_n=10^{-8}\ \mathrm{cm^3/s}$, $n_s=10^{13}\ \mathrm{cm^{-3}}$ and $n_1=3\times10^{13}\ \mathrm{cm^{-3}}$. Centimetres, seconds, volts and farads suit this problem better than atomic units.

The occupation is $f_0=1/(1+3)=0.25$. With $kT/q=25.85$ mV, the level lies $25.85\times\ln3=28.40$ meV above the Fermi level. The time constant is

$$\tau=\frac{1}{10^{-8}\times4\times10^{13}}\ \mathrm{s}=2.5\ \mathrm{\mu s}.$$

The prefactor $q^2N_t/kT$ is $0.6197\ \mathrm{\mu F/cm^2}$, so

$$C_{it}=0.6197\times0.25\times0.75=0.1162\ \mathrm{\mu F/cm^2}.$$

The peak is half of this, $0.0581\ \mathrm{\mu F/cm^2}$, or $3.63\times10^{11}$ electrons per volt and $\mathrm{cm^2}$. It lies at the frequency $1/(2\pi\tau)=63.66$ kHz.

As a test that does not use the linearized equation, the full rate law, with the exponential $e^{q\psi/kT}$ kept, was integrated under a cosine of amplitude 0.1 mV to find its periodic state. The part of the current in phase with the potential gives the loss. It is $0.0115\ \mathrm{\mu F/cm^2}$ at $\omega\tau=0.1$, $0.0581$ at $1$ and $0.0115$ again at $10$. At all five frequencies listed in the numerical output it agrees with the boxed formula within one part in $10^4$.

### Where the energy goes

The conductance says that energy is lost, but not where. Consider the free energy of an electron on each side of the capture process. In the band it is the Fermi level $\mu_s$ of the surface electrons. In the traps it is the level $\mu_t$ that would give the momentary occupation $f$ in equilibrium. Equilibrium between them means $n(1-f)=n_1f$, and away from it

$$\mu_s-\mu_t=kT\ln\frac{n(1-f)}{n_1f}.$$

The net capture rate $c_n[n(1-f)-n_1f]$ has the same sign as this logarithm. Electrons therefore go from the higher to the lower free energy in either direction, and the product of rate and drop is never negative. Over a full cycle at fixed temperature the interface returns to its starting state, so the free energy lost in the cycle leaves as heat.

Insert $n=n_se^{q\psi/kT}$:

$$\mu_s-\mu_t=q\psi+kT\ln\frac{n_s(1-f)}{n_1f}.$$

The heat per area and time is the average of $N_t(df/dt)(\mu_s-\mu_t)$. The second term depends on $f$ alone. Multiplied by $df/dt$, it is the time derivative of some function of $f$, which returns to its starting value after a cycle and averages to zero. What is left is

$$P=\left\langle qN_t\frac{df}{dt}\,\psi\right\rangle ,$$

the average of current times voltage. Within this rate law the equality of heat and electrical work holds at any amplitude. For a small signal of amplitude $\psi_a$ the average is $P=\tfrac12G_p\psi_a^2$. A cycle lasts $2\pi/\omega$, so the energy lost per cycle is

$$W=\pi\,\frac{G_p}{\omega}\,\psi_a^2 .$$

This gives $G_p/\omega$ its meaning: apart from the factor $\pi\psi_a^2$, it is the energy lost per cycle.

The shape of the peak can now be read from two factors. The derivative of $\ln[(1-f)/f]$ is $-1/[f(1-f)]$, so to first order

$$\hat\mu_s-\hat\mu_t=q\hat\psi-\frac{kT\,\delta\hat f}{f_0(1-f_0)}
=q\hat\psi\left(1-\frac{1}{1+ix}\right)=q\hat\psi\,\frac{ix}{1+ix}.$$

The energy drop per electron thus has an amplitude proportional to $x/\sqrt{1+x^2}$. The number of electrons moved, from $\delta\hat f$, is proportional to $1/\sqrt{1+x^2}$. The capture rate $i\omega\,\delta\hat f$ contains the same complex factor $ix/(1+ix)$ as the drop, so the two are in phase and the mean power is proportional to the product of their amplitudes, $x^2/(1+x^2)$. The energy per cycle is the power times $2\pi/\omega$, which leaves $x/(1+x^2)$: the drop times the number of electrons moved. In a slow cycle many electrons move through almost no drop. In a fast cycle the drop is almost the full $q\psi$, but few electrons move.

For the example at $\omega\tau=1$ and amplitude 0.1 mV, the heat computed from the logarithm is $0.1162\ \mathrm{nW/cm^2}$, equal to $\tfrac12G_p\psi_a^2$ to the digits shown.

## Second half: from the surface to the terminals

### What is carried over

The interface has $N_t$ traps per area at one energy. The surface electron density at the bias point is $n_s$, the capture coefficient is $c_n$, and the level is half full when $n_s=n_1$. The equilibrium occupation is $f_0=n_s/(n_s+n_1)$. For a small surface-potential signal $\psi$ of angular frequency $\omega$ and time factor $e^{i\omega t}$, the occupation changes by $\delta f$ according to

$$\tau\frac{d\,\delta f}{dt}+\delta f=f_0(1-f_0)\frac{q\psi}{kT},\qquad \tau=\frac{1}{c_n(n_s+n_1)}.$$

The trap admittance per area and its loss are

$$Y=\frac{i\omega C_{it}}{1+i\omega\tau},\qquad \frac{G_p}{\omega}=C_{it}\frac{x}{1+x^2},\qquad C_{it}=\frac{q^2N_t}{kT}f_0(1-f_0),$$

with $x=\omega\tau$. At fixed bias the maximum is $C_{it}/2$, at $x=1$. In the example $f_0=0.25$, $\tau=2.5\ \mathrm{\mu s}$ and $C_{it}=0.1162\ \mathrm{\mu F/cm^2}$.

The loss of a single trap level is now known for any filling, as seen from the silicon surface. It remains to extract it from a measurement at the gate, and to see what changes when the bias is swept, the signal is larger or many levels take part.
